# When the quasiparticle factor Z is not a spectral weight: verification in Python

```python
"""
Result under test: Z = 1/(1 - d Re Sigma/d omega) lies between 0 and 1 for
isolated poles, but not in general inside a continuum. There the slope is
  -(1/pi) int_0^inf [Gamma(w+t)+Gamma(w-t)-2 Gamma(w)]/t^2 dt,
positive at the global maximum of Gamma = -Im Sigma (retarded).
Symbols, energies in Ry:
  W      half-width of a semi-elliptic continuum centred at x = 0
  a      dimensionless strength, Gamma(x) = a sqrt(W^2-x^2)
  delta  bare level measured from the centre
  A      spectral function; its integral is the true spectral weight
  eta    broadening used in a discrete self-energy
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
W = 0.4
N = 1000


def semi_gamma(x, a):
    return a * np.sqrt(max(W * W - x * x, 0.0))


def principal_value(gamma, w, low, high):
    """Re Sigma from its dispersion integral."""
    value = quad(lambda y: gamma(y) / np.pi, low, high,
                 weight="cauchy", wvar=w, limit=300)[0]
    return -value


def spectral(x, a, delta=0.0):
    gamma = semi_gamma(x, a)
    return gamma / np.pi / ((x - delta - a * x)**2 + gamma**2)


def band_weight(a, limit):
    """Integral of A over |x| < limit, using x = W sin(theta)."""
    top = np.arcsin(limit / W)
    return 2 * quad(lambda t: spectral(W * np.sin(t), a) * W * np.cos(t),
                    0, top, limit=300)[0]


# Discrete continuum: Gauss nodes and weights of the semi-ellipse.
angles = np.arange(1, N + 1) * np.pi / (N + 1)
nodes = W * np.cos(angles)
node_weights = 2 * np.sin(angles)**2 / (N + 1)


def diagonalize(a, delta=0.0):
    """Energies and squared bare-level components of the enlarged matrix."""
    coupling = np.sqrt(a * W * W / 2 * node_weights)
    matrix = np.diag(np.concatenate(([delta], nodes)))
    matrix[0, 1:] = coupling
    matrix[1:, 0] = coupling
    energies, vectors = np.linalg.eigh(matrix)
    return energies, vectors[0]**2


print(f"Half-width W = {W:.3f} Ry = {W * RY_EV:.3f} eV")
print(f"Discrete continuum states = {N}")
print("Semi-elliptic continuum, bare level at the centre")

saved = {}
for a in (0.02, 0.5, 0.8, 2.0):
    # The slope comes from the dispersion integral, not from Re Sigma = a x.
    step = 0.05
    plus = principal_value(lambda y: semi_gamma(y, a), step, -W, W)
    minus = principal_value(lambda y: semi_gamma(y, a), -step, -W, W)
    slope = (plus - minus) / (2 * step)
    assert abs(slope - a) < 1e-5
    z_slope = 1 / (1 - slope)
    energies, weights = diagonalize(a)
    saved[a] = (energies, weights)
    inner = band_weight(a, W / 2)
    inner_discrete = weights[np.abs(energies) < W / 2].sum()
    # Difference allowed: a few discrete levels at the window edges.
    assert abs(inner - inner_discrete) < 5e-3
    total = band_weight(a, W)
    expected = 1.0 if a <= 1 else 1 / (2 * a - 1)
    assert abs(total - expected) < 1e-6
    print(f"a = {a:.2f}: Gamma(0) = {semi_gamma(0, a):.4f} Ry, "
          f"slope = {slope:.4f}, Z = {z_slope:.4f}")
    print(f"  weight in |x|<W/2: integral {inner:.4f}, "
          f"levels {inner_discrete:.4f}")
    print(f"  weight in whole continuum = {total:.4f}")

# Split-off poles at a = 2.
a = 2.0
energies, weights = saved[a]
pole = W * a / np.sqrt(2 * a - 1)
pole_weight = (a - 1) / (2 * a - 1)
assert abs(energies[-1] - pole) < 1e-9 and abs(energies[0] + pole) < 1e-9
assert abs(weights[-1] - pole_weight) < 1e-8
assert abs(weights[0] - pole_weight) < 1e-8
assert np.all(np.abs(energies[1:-1]) < W)
print(f"a = 2 split-off poles: +/-{energies[-1]:.5f} Ry "
      f"= +/-{energies[-1] * RY_EV:.4f} eV")
print(f"  true weight of each pole = {weights[-1]:.5f}")
# No split-off pole exists below the threshold a = 1.
for weak in (0.02, 0.5, 0.8):
    assert np.max(np.abs(saved[weak][0])) < W

# Curvature at the centre: a root can be a minimum of A even for Z > 0.
print("Is the central root a maximum or minimum of A?")
for a in (0.5, 0.8, 2.0):
    energies, weights = saved[a]
    density = weights / np.gradient(energies)
    centre = np.interp(0.0, energies, density)
    side = np.interp(W / 2, energies, density)
    assert abs(centre / spectral(0, a) - 1) < 0.01
    assert abs(side / spectral(W / 2, a) - 1) < 0.01
    predicted_minimum = 2 - np.sqrt(2) < a < 2 + np.sqrt(2)
    h = 0.02
    is_minimum = spectral(h, a) > spectral(0, a)
    assert is_minimum == predicted_minimum
    kind = "minimum" if is_minimum else "maximum"
    print(f"  a = {a:.1f}: A(0) = {spectral(0, a):.4f}, "
          f"A(W/2) = {spectral(W / 2, a):.4f} 1/Ry, {kind}")
low_a, high_a = 2 - np.sqrt(2), 2 + np.sqrt(2)
for edge, inside in ((low_a, 1), (high_a, -1)):
    for sign in (1, -1):
        test_a = edge + sign * 0.02
        rises = spectral(0.005, test_a) > spectral(0, test_a)
        assert rises == (sign == inside)
print(f"  central minimum for {low_a:.4f} < a < {high_a:.4f}")

# Displaced level: Newton root and spectral peak are different energies.
a, delta = 0.5, 0.1


def real_equation(x):
    return x - delta - principal_value(lambda y: semi_gamma(y, a), x, -W, W)


root = brentq(real_equation, -0.3, 0.3)
shift = principal_value(lambda y: semi_gamma(y, a), delta, -W, W)
linearized = delta + shift / (1 - a)
assert abs(root - linearized) < 1e-5
peak = minimize_scalar(lambda x: -spectral(x, a, delta),
                       bounds=(-0.399, 0.399), method="bounded").x
energies, weights = diagonalize(a, delta)
density = weights / np.gradient(energies)
middle = np.abs(energies) < 0.95 * W
peak_levels = energies[middle][np.argmax(density[middle])]
assert abs(peak - peak_levels) < 0.005
assert abs(peak - root) > 0.05
print(f"Displaced level, a = {a:.1f}, delta = {delta:.2f} Ry")
print(f"  Re Sigma(delta) = {shift:.4f} Ry")
print(f"  linearized energy = {linearized:.4f} Ry, root = {root:.4f} Ry")
print(f"  maximum of A = {peak:.4f} Ry, from levels {peak_levels:.4f} Ry")

# The same discrete system seen with and without broadening.
energies, weights = saved[0.5]
strengths = 0.5 * W * W / 2 * node_weights
level_slopes = np.array([-np.sum(strengths / (e - nodes)**2)
                         for e in energies])
assert np.allclose(1 / (1 - level_slopes), weights, rtol=1e-5, atol=1e-9)
central = np.argmin(np.abs(energies))
eta = 0.01
broad_slope = -np.sum(strengths / (1j * eta - nodes)**2).real
assert abs(broad_slope - 0.5 * (1 - eta / np.hypot(W, eta))) < 1e-8
spacing = np.min(np.abs(nodes)) * 2
assert eta > spacing
print("Finite basis, a = 0.5, level at the centre")
print(f"  level spacing = {spacing:.5f} Ry, eta = {eta:.3f} Ry")
print(f"  with eta: slope = {broad_slope:.4f}, "
      f"Z = {1 / (1 - broad_slope):.4f}")
print(f"  eta = 0: slope = {level_slopes[central]:.2f}, "
      f"Z = {weights[central]:.6f}")


# Asymmetric continuum with a quadratic zero at the Fermi energy w = 0.
def shape(w):
    return w * w * np.exp(-w * w) * (1 + 0.5 * np.tanh(w))


def shape_real(w):
    return principal_value(shape, w, -7.0, 7.0)


def slope_formula(w):
    def integrand(t):
        return (shape(w + t) + shape(w - t) - 2 * shape(w)) / t**2
    far = 20.0
    value = quad(integrand, 0, 3, limit=200)[0]
    value += quad(integrand, 3, far, limit=200)[0]
    value -= 2 * shape(w) / far
    return -value / np.pi


top = minimize_scalar(lambda w: -shape(w), bounds=(0.5, 1.8),
                      method="bounded").x
assert shape(top) >= np.max(shape(np.linspace(-7, 7, 2001))) - 1e-12
amplitude = 0.3
print(f"Asymmetric continuum, amplitude = {amplitude:.1f} 1/Ry")
slopes = []
for w in (0.0, 0.3, top):
    h = 2e-3
    numerical = (shape_real(w + h) - shape_real(w - h)) / (2 * h)
    formula = slope_formula(w)
    assert abs(numerical - formula) < 5e-5
    slopes.append(formula)
    s = amplitude * formula
    print(f"  w = {w:.4f} Ry: Gamma = {amplitude * shape(w):.4f} Ry, "
          f"slope = {s:.4f}, Z = {1 / (1 - s):.4f}")
assert slopes[0] < 0 and slopes[1] < 0 and slopes[2] > 0
crossing = brentq(slope_formula, 0.3, top)
print(f"  slope changes sign at w = {crossing:.4f} Ry, "
      f"Gamma/Gamma_max = {shape(crossing) / shape(top):.4f}")
print(f"  Z diverges at the maximum for amplitude "
      f"{1 / slopes[2]:.4f} 1/Ry")

# Strong coupling: a decreasing root must have a root on either side.
strong = 3.0
reference = shape_real(top)


def strong_equation(w):
    return w - top - strong * (shape_real(w) - reference)


grid = np.linspace(-12, 12, 200)
values = np.array([strong_equation(w) for w in grid])
roots = [brentq(strong_equation, grid[i], grid[i + 1])
         for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0]
assert strong * slopes[2] > 1
assert min(abs(r - top) for r in roots) < 1e-5
assert any(r < top - 0.05 for r in roots)
assert any(r > top + 0.05 for r in roots)
print(f"  amplitude {strong:.1f} 1/Ry: slope at maximum = "
      f"{strong * slopes[2]:.4f}, Z = {1 / (1 - strong * slopes[2]):.4f}")
print("  roots in Ry: " + ", ".join(f"{r:.4f}" for r in roots))

print("finished without a failed check")
```

Printed output:

```
Half-width W = 0.400 Ry = 5.442 eV
Discrete continuum states = 1000
Semi-elliptic continuum, bare level at the centre
a = 0.02: Gamma(0) = 0.0080 Ry, slope = 0.0200, Z = 1.0204
  weight in |x|<W/2: integral 0.9909, levels 0.9909
  weight in whole continuum = 1.0000
a = 0.50: Gamma(0) = 0.2000 Ry, slope = 0.5000, Z = 2.0000
  weight in |x|<W/2: integral 0.6090, levels 0.6105
  weight in whole continuum = 1.0000
a = 0.80: Gamma(0) = 0.3200 Ry, slope = 0.8000, Z = 5.0000
  weight in |x|<W/2: integral 0.4140, levels 0.4131
  weight in whole continuum = 1.0000
a = 2.00: Gamma(0) = 0.8000 Ry, slope = 2.0000, Z = -1.0000
  weight in |x|<W/2: integral 0.1626, levels 0.1624
  weight in whole continuum = 0.3333
a = 2 split-off poles: +/-0.46188 Ry = +/-6.2842 eV
  true weight of each pole = 0.33333
Is the central root a maximum or minimum of A?
  a = 0.5: A(0) = 1.5915, A(W/2) = 1.3783 1/Ry, maximum
  a = 0.8: A(0) = 0.9947, A(W/2) = 1.1252 1/Ry, minimum
  a = 2.0: A(0) = 0.3979, A(W/2) = 0.4241 1/Ry, minimum
  central minimum for 0.5858 < a < 3.4142
Displaced level, a = 0.5, delta = 0.10 Ry
  Re Sigma(delta) = 0.0500 Ry
  linearized energy = 0.2000 Ry, root = 0.2000 Ry
  maximum of A = 0.3200 Ry, from levels 0.3203 Ry
Finite basis, a = 0.5, level at the centre
  level spacing = 0.00126 Ry, eta = 0.010 Ry
  with eta: slope = 0.4875, Z = 1.9512
  eta = 0: slope = -500.00, Z = 0.001996
Asymmetric continuum, amplitude = 0.3 1/Ry
  w = 0.0000 Ry: Gamma = 0.0000 Ry, slope = -0.1693, Z = 0.8552
  w = 0.3000 Ry: Gamma = 0.0283 Ry, slope = -0.1131, Z = 0.8984
  w = 1.0364 Ry: Gamma = 0.1528 Ry, slope = 0.2447, Z = 1.3240
  slope changes sign at w = 0.4764 Ry, Gamma/Gamma_max = 0.4338
  Z diverges at the maximum for amplitude 1.2259 1/Ry
  amplitude 3.0 1/Ry: slope at maximum = 2.4471, Z = -0.6910
  roots in Ry: 0.2666, 1.0364, 1.9173
finished without a failed check
```
